# Schottky Lowering of the Image Hump in Field Evaporation, and Its Limits

## A singly charged ion

Let an ion of charge $+e$ stand a distance $x$ outside a flat metal, with a uniform field of magnitude $F$ pointing outward. Two energies compete. The attraction to the ion's own image charge gives $-k/(4x)$, where $k=e^2/(4\pi\epsilon_0)=1.440$ eV nm; the factor $1/4$ is derived in Lemma 2. The external field gives $-eFx$. Close to the metal the first term pulls the energy down, far away the second does, and between them lies a hump.

Its height follows without calculus. The positive quantities $k/(4x)$ and $eFx$ have the product $keF/4$, which does not depend on $x$. Two positive numbers with a fixed product have the smallest sum when they are equal, and then each is $\tfrac12\sqrt{keF}$. The energy, which is minus this sum, therefore has its highest value

$$V_{\max}=-\sqrt{keF}.$$

For $F=10$ V/nm this is $-\sqrt{1.440\times10}=-3.795$ eV. The hump lies where $eFx=1.897$ eV, at $x=0.190$ nm. Without the field, the ion would have to climb to zero energy in order to escape. With it, the climb ends 3.795 eV lower. This is the Schottky effect, applied to an ion instead of an electron.

## Assumptions and statement

The distance $x$ is measured from the electrical surface of the metal, the plane where the external potential is zero and in which the ion is mirrored. Energies of the ion are counted from the ion at rest far away without a field. The field $F$ is a positive magnitude.

The model assumes the following.

1. The metal is a flat, perfect conductor with a uniform field outside it.
2. The ion is a point charge $ne$, and no short-range repulsion acts at the hump.
3. The energy of the bound atom does not depend on $F$.
4. The particle is already an $n$-fold ion when it reaches the hump, and it escapes by passing over the top.

Let $\Lambda$ be the energy needed to remove a neutral atom, $I_i$ its successive ionization energies and $\phi$ the work function.

**Theorem.** Under assumptions 1 to 4 the activation energy is

$$Q_n(F)=Q_n(0)-S,\qquad S=\sqrt{\frac{n^3e^3F}{4\pi\epsilon_0}},\qquad Q_n(0)=\Lambda+\sum_{i=1}^nI_i-n\phi,$$

as long as $Q_n(F)>0$. The hump lies at

$$x_h=\sqrt{\frac{ne}{16\pi\epsilon_0F}} .$$

## Three lemmas and the proof

**Lemma 1 (energy cycle).** Without a field, turning a bound atom into a distant $n$-fold ion costs $Q_n(0)$.

*Proof.* Remove the neutral atom, at the cost $\Lambda$. Ionize it $n$ times far away, at the cost $\sum I_i$. Return the $n$ electrons to the Fermi level of the metal, which releases $n\phi$. Energy depends on the end states alone, so the cost is the same whatever path the real process takes. $\square$

When the field is on, the returned electrons sit in the metal, where the external potential is zero. The field therefore adds only the ion's own energy $-neFx$ to the final state.

**Lemma 2 (image energy).** The attraction of the metal gives the ion the energy $-n^2k/(4x)$.

*Proof.* Write $q=ne$. A fictitious charge $-q$ at depth $x$ makes the potential vanish on the surface, so together with the ion it gives the true field outside. At a surface point a distance $\rho$ from the axis, both charges are at the distance $s=\sqrt{\rho^2+x^2}$. Each contributes $-qx/(4\pi\epsilon_0s^3)$ to the outward normal field. The surface charge density is $\epsilon_0$ times their sum:

$$\sigma=-\frac{qx}{2\pi s^3}.$$

The electrostatic stress $\sigma^2/(2\epsilon_0)$ pulls the metal towards the ion, and the ion is pulled back with an equal force:

$$f=\int_0^\infty\frac{\sigma^2}{2\epsilon_0}\,2\pi\rho\,d\rho
=\frac{q^2x^2}{4\pi\epsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+x^2)^3}
=\frac{q^2x^2}{4\pi\epsilon_0}\cdot\frac1{4x^4}
=\frac{n^2k}{4x^2}.$$

Bringing the ion in from infinity releases $\int_x^\infty n^2k/(4x'^2)\,dx'=n^2k/(4x)$. $\square$

Two fixed charges $\pm q$ at separation $2x$ would have the energy $-n^2k/(2x)$. The ion has half of this, because its image is not fixed: it grows nearer as the ion approaches, and no separate work is done on it.

**Lemma 3 (hump).** The energy $V(x)=-n^2k/(4x)-neFx$ has its maximum at $x_h$, with $V(x_h)=-S$.

*Proof.* The derivatives are

$$V'=\frac{n^2k}{4x^2}-neF,\qquad V''=-\frac{n^2k}{2x^3}<0 .$$

Since $V''$ is negative for every $x>0$, the single zero of $V'$ is the global maximum. It lies at

$$x_h=\frac12\sqrt{\frac{nk}{eF}},$$

which is the stated form once $k=e^2/(4\pi\epsilon_0)$ is inserted. The two parts of the energy there have the magnitudes

$$\frac{n^2k}{4x_h}=\frac{n^2k}{2}\sqrt{\frac{eF}{nk}}=\frac12\sqrt{n^3keF},\qquad
neFx_h=\frac{ne F}{2}\sqrt{\frac{nk}{eF}}=\frac12\sqrt{n^3keF}.$$

They are equal, and their sum is $\sqrt{n^3keF}=S$. $\square$

**Proof of the theorem.** By Lemma 1 and assumption 3, the bound atom lies at $-Q_n(0)$ on the ion's energy scale. By Lemma 3 and assumption 4, the top of the path lies at $-S$. The climb is $-S-(-Q_n(0))=Q_n(0)-S$. $\square$

The power $n^3$ has a simple origin. The image energy scales as $n^2$ and the field energy as $n$, and the hump height is fixed by the square root of their product.

## Consequences within the model

**Sensitivity to the field.** Since $S\propto\sqrt F$ and $S=2neFx_h$,

$$\frac{dQ_n}{dF}=-\frac{S}{2F}=-nex_h .$$

This is the change in energy, per unit of field, of a charge $ne$ held at the hump. The hump also moves, but $V'=0$ there, so its motion does not contribute at first order.

**Formal zero-barrier field.** Setting $S=Q_n(0)$ and squaring gives

$$eF_n=\frac{Q_n(0)^2}{n^3k}.$$

Whether the model still holds at such a field is a separate question, taken up below.

**Polarizable ion.** Suppose the ion has a linear polarizability $\alpha$. The field acting on it, apart from that of its own induced dipole's image, is

$$E_0(x)=F-\frac{ne}{16\pi\epsilon_0x^2}=-\frac{V'(x)}{ne}.$$

The second term is the field of the image charge at distance $2x$. A dipole $p$, counted positive outward, has the energy $-pE_0$ in this field and costs $p^2/(2\alpha)$ to create. Its own image dipole produces the field $2p/[4\pi\epsilon_0(2x)^3]=p/(16\pi\epsilon_0x^3)$, which contributes half of $-p$ times that field. The total energy is

$$W=V-pE_0+\frac B2p^2,\qquad B=\frac1\alpha-\frac1{16\pi\epsilon_0x^3}.$$

For $B>0$ the minimum over $p$ is at $p=E_0/B$, so $W=V-E_0^2/(2B)$. At $x_h$ the field $E_0$ vanishes. The correction and its first derivative vanish with it, and its second derivative there is $-E_0'^2/B\le0$. The point $x_h$ thus remains a maximum of height $-S$: in this model the ion's linear polarizability changes neither the position nor the height of the hump, only its curvature.

A numerical model with a core, a spring-bound shell and explicit images confirms this. For $n=1$, $F=10$ V/nm and an assumed polarizability volume $\alpha/(4\pi\epsilon_0)=8\times10^{-4}$ nm³, the hump shifts by less than $10^{-5}$ eV. The same ion in the bare field $F$ would gain 0.028 eV.

## Where the assumptions fail

**Neutral desorption.** An atom can also leave without being ionized, at the cost $\Lambda$ if its polarization is neglected. The ionic hump is the lower route when $Q_n(F)<\Lambda$, that is, when

$$S>\sum_{i=1}^nI_i-n\phi .$$

If the right-hand side is positive, the weak-field limit of the theorem does not describe the main loss. The ionic barrier tends to $Q_n(0)>\Lambda$, and atoms leave the surface as neutrals first. They may still be ionized farther out, where the ionic energy falls below the neutral one.

The opposite case is $I_1<\phi$, as for caesium on clean tungsten. A distant particle then has less energy as an ion than as a neutral atom, even without a field. In a weak field the hump lies far out, where the neutral bond has died away, and the particle is ionic there. Assumption 4 about the charge state is then met for $n=1$.

**Core repulsion.** A point ion could approach the metal without limit. A real one cannot, so let a repulsion $C/x^9$ be added, with $C$ chosen to put the zero-field minimum of the ionic curve at a contact distance $a$. Balance of forces at $a$ requires $n^2k/(4a^2)=9C/a^{10}$, or $C=n^2ka^8/36$. The net pull towards the metal becomes

$$\frac{n^2k}{4x^2}-\frac{9C}{x^{10}}=\frac{n^2k}{4a^2}\left(y^{-2}-y^{-10}\right),\qquad y=\frac xa .$$

A hump requires this pull to equal $neF$ somewhere. The bracket is largest where $-2y^{-3}+10y^{-11}=0$, which gives $y^8=5$. Its value there is $y^{-2}(1-y^{-8})=0.8\times5^{-1/4}$. Above the field

$$F_{\rm lost}=0.8\times5^{-1/4}\,\frac{nk}{4ea^2}$$

the ionic curve runs downhill all the way, and there is no image hump to pass. The prefactor depends on the assumed ninth power. The fraction $nk/(4ea^2)$ is the field that would bring the unmodified hump to the contact distance.

**Late ionization.** The bound atom starts on a neutral energy curve $N(x)$ and must change to the ionic curve $J(x,F)$. If the two cross at $x_c$ outside the hump, the particle is still neutral when it passes $x_h$. On the lower of the two curves, the highest point is then the crossing, provided that $N$ rises up to $x_c$. Since $J$ already falls there, the crossing lies below the hump, and the theorem overestimates the barrier.

The field dependence changes as well. Differentiating $N(x_c)=J(x_c,F)$, with $\partial J/\partial F=-nex_c$, gives

$$\frac{dx_c}{dF}=\frac{-nex_c}{N'-J'},\qquad
\frac{dQ}{dF}=N'\frac{dx_c}{dF}=-nex_c\,\frac{N'}{N'-J'} .$$

With $N'>0$ and $J'<0$ the last fraction lies between 0 and 1. The slope is then in general different from $-nex_h$, although the larger distance $x_c$ and the smaller fraction can nearly offset each other. The square-root law no longer follows from the derivation.

## A hot copper tip

Take rough typical values for copper: $\Lambda=3.5$ eV, $\phi=4.6$ eV, $I_1=7.7$ eV and $I_2=20.3$ eV. The field is 10 V/nm, or 100 MV/cm, and the tip is at 1000 K. The counter electrode is taken to be remote. For Cu$^+$,

$$Q_1(0)=3.5+7.7-4.6=6.6\ \text{eV},\qquad Q_1=6.600-3.795=2.805\ \text{eV}.$$

For Cu$^{2+}$ the lowering is $2^{3/2}$ times larger, 10.73 eV. The zero-field barrier is also much larger:

$$Q_2(0)=3.5+28.0-9.2=22.3\ \text{eV},\qquad Q_2=22.30-10.73=11.57\ \text{eV}.$$

At this field the singly charged ion is therefore strongly favoured.

With an assumed attempt frequency $\nu=10^{13}$ s$^{-1}$ and $k_BT=0.0862$ eV, the Arrhenius rate over the Cu$^+$ hump is

$$\nu e^{-Q_1/k_BT}=10^{13}\,e^{-2.805/0.08617}\ \text{s}^{-1}=0.073\ \text{s}^{-1}$$

for each exposed atom. The prefactor is rough: the same $\nu$ with the barrier $\Lambda$ gives a neutral loss of $2\times10^{-5}$ s$^{-1}$ per atom at 1000 K, a few tens of times less than the vapour pressure of copper implies, so the absolute rates may be off by more than an order of magnitude. The lowering raises the ionic rate by $e^{S/k_BT}=1.3\times10^{19}$. This factor compares two ionic routes at the same temperature and attempt frequency. It is not the gain in total loss, since neutral atoms leave more easily than ions at zero field.

The ionic hump beats neutral desorption when $S>7.7-4.6=3.1$ eV, hence above $3.1^2/1.440=6.67$ V/nm. The upper limit uses $a=0.128$ nm, half the distance between neighbours in copper:

$$\frac{k}{4ea^2}=22.0\ \text{V/nm},\qquad F_{\rm lost}=0.8\times5^{-1/4}\times22.0=11.8\ \text{V/nm}.$$

With this repulsion, the chosen field lies in a narrow window. A softer repulsion lowers the upper edge, and a sixth power in place of the ninth would already put it below the chosen field. The ninth-power repulsion moves the hump from 0.190 to 0.185 nm and raises the barrier by 0.010 eV. So close to a real metal, the classical image law is itself an approximation, and its error is not estimated here. The digits quoted for the barrier describe the model, not the accuracy for copper.

The formal zero-barrier field is $6.6^2/1.440=30.3$ V/nm for Cu$^+$ and $22.3^2/(8\times1.440)=43.2$ V/nm for Cu$^{2+}$. The Cu$^+$ value is far above $F_{\rm lost}$. It extrapolates a hump that, with this repulsion, has already disappeared, so it is not a justified prediction of the evaporation field.

Late ionization matters even inside the window. Let the neutral curve be a Morse curve of depth $\Lambda$,

$$N(x)=\Lambda\left[\left(1-e^{-b(x-a)}\right)^2-1\right],\qquad b=14\ \text{nm}^{-1}\ \text{(assumed)}.$$

It meets the ionic curve at 0.268 nm, outside the hump. The barrier at the crossing is 2.58 eV, which is 0.23 eV below the theorem's value. The rate at 1000 K rises from 0.073 to about 1.0 s$^{-1}$, a factor of 14. Assumption 4 thus fails in this example, and with this Morse curve it fails across the whole window: the crossing lies at 0.356 nm against a hump at 0.231 nm for 6.67 V/nm, and at 0.245 nm against 0.160 nm for 11.7 V/nm. At 10 V/nm the crossing would reach the hump only for $b$ near 40 nm$^{-1}$. The size of the error depends on the assumed $b$: a smaller $b$, which means a wider neutral well, moves the crossing outward and makes the error larger. Electronic coupling between the curves is not included. It lowers the top at the crossing but can also lower the bound level, so its net effect depends on how it varies with distance.

## Smaller corrections

**Bound atom.** Polarization lowers the starting level by $\tfrac12\alpha_bF^2$ and so raises the barrier. A conducting sphere of radius $a$ has the polarizability volume $a^3=2.1\times10^{-3}$ nm³, which gives 0.073 eV if the image of the induced dipole is neglected; including the images increases the value considerably: for a conducting sphere touching and connected to the metal the factor is $2\zeta(3)=2.40$, giving 0.175 eV, comparable in size to the late-ionization correction. A permanent outward dipole of 0.01 $e$ nm, chosen for scale, would raise the barrier by another 0.10 eV; an inward one would lower it by as much.

**Tip curvature.** Replace the plane by a sphere of radius $R$ at fixed potential, with surface field $F$. For an ion at $r=R+x$, the image charge is $-neR/r$ at distance $R^2/r$ from the centre. The attractive force and its work integral are

$$f=\frac{n^2kRr}{(r^2-R^2)^2},\qquad \int_r^\infty f\,dr'=\frac{n^2kR}{2(r^2-R^2)}=\frac{n^2k}{4x}\,\frac1{1+x/2R}.$$

The potential drop from the surface is $FR-FR^2/(R+x)=Fx/(1+x/R)$. To first order in $x/R$, the image energy is thus weakened by the fraction $x/2R$ and the field energy by $x/R$. Each has the magnitude $S/2$ at the hump, so the barrier rises by

$$\frac S2\left(\frac{x_h}{2R}+\frac{x_h}{R}\right)=\frac{3Sx_h}{4R}.$$

For $R=50$ nm this is 0.011 eV.

**Tunnelling.** Near its top the hump is an inverted parabola with $\omega^2=|V''|/m=2neF/(x_hm)$. Its transmission at energy $\varepsilon$ above the top is $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$. Averaging over thermal energies, with $u=\hbar\omega/k_BT<2\pi$ and $z=\varepsilon/k_BT$, multiplies the rate by

$$\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-2\pi z/u}}=\frac{u/2}{\sin(u/2)} .$$

The formula diverges as $u\to2\pi$, at the temperature $\hbar\omega/(2\pi k_B)$. The divergence comes from continuing the parabola to unlimited depth; for the actual hump the factor is large but finite there, and the formula should not be used near or below this temperature. For Cu$^+$ at 10 V/nm the temperature is 15 K. At 1000 K tunnelling adds 0.04 per cent to the rate, and at 300 K 0.4 per cent.

## Relation to probe lithography

The example above has a copper tip at 1000 K, and its rate does not carry over to a probe used at room temperature. At 300 K and the same field, the hump model gives $7\times10^{-35}$ s$^{-1}$ per atom, which is no evaporation at all. Within this model, fast room-temperature evaporation of copper needs a field beyond the range where the hump exists.

A remote counter electrode is also unlike a close probe gap. A negative electrode with the same work function, facing the same field, would keep an electron barrier of only $4.6-3.795=0.81$ eV, because the Schottky formula with $n=1$ applies to electrons too. A large electron current would then be expected.

A real tip is rough on the atomic scale, which breaks the assumption of a uniform field. If the local field is 1 V/nm higher, the slope $-ex_h$ of the hump model lowers the barrier by about 0.19 eV and raises the 1000 K rate by a factor of about 9. A hot tip also changes shape by surface diffusion. At 10 V/nm the field stress $\epsilon_0F^2/2$ is about 0.44 GPa, while the capillary pressure $2\gamma/R$ at $R=50$ nm is only about 0.06 to 0.07 GPa for a surface energy $\gamma$ of 1.4 to 1.8 J/m²; the two balance near 4 V/nm. A tip like the one in the example is therefore driven to grow protrusions, and neither its field nor its rate is expected to stay constant. The numerical output lists the inputs and the main values used here.

## Computed values

```
K = e^2/(4 pi eps0): 1.43996 eV nm
Image work / (K/x), from stress: 0.250000
Cu removal energy, rough input: 3.5 eV
Cu work function, rough input: 4.6 eV
Cu first ionization, rough input: 7.7 eV
Cu second ionization, rough input: 20.3 eV
Field: 10.0 V/nm = 100 MV/cm
Tip temperature: 1000 K; room: 300 K
Attempt frequency, assumed: 1.0e+13 1/s
n=1: zero-field barrier Q0: 6.600 eV
n=1: hump position: 0.1897 nm
n=1: Schottky lowering S: 3.795 eV
n=1: barrier Q: 2.805 eV
n=1: formal zero-barrier field: 30.25 V/nm
n=2: zero-field barrier Q0: 22.300 eV
n=2: hump position: 0.2683 nm
n=2: Schottky lowering S: 10.733 eV
n=2: barrier Q: 11.567 eV
n=2: formal zero-barrier field: 43.17 V/nm
Image energy at n=1 hump: -1.897 eV
Field energy at n=1 hump: -1.897 eV
Slope dQ/dF, n=1: -0.1897 eV/(V/nm)
Thermal energy at tip temperature: 0.08617 eV
Hump rate with field, hot tip: 7.275e-02 1/s
Ionic rate without field, hot tip: 5.463e-21 1/s
Rate gain exp(S/kT), hot tip: 1.332e+19
Hump rate with field, room: 7.461e-35 1/s
Ion cost I1 - work function: 3.100 eV
Ionic route beats neutral above: 6.67 V/nm
Contact distance, rough input: 0.128 nm
Field putting hump at contact: 21.97 V/nm
Hump lost with repulsion above: 11.75 V/nm
Hump position with repulsion: 0.1846 nm
Barrier rise from repulsion: 0.0102 eV
Morse inverse width, assumed: 14.0 1/nm
Neutral-ion crossing position: 0.2676 nm
Barrier at crossing: 2.579 eV
Crossing barrier minus hump Q: -0.226 eV
Rate with crossing barrier, hot: 1.005e+00 1/s
Ion polarizability, assumed: 8.0e-04 nm^3
Ion polarization shift at hump: 0.00000 eV
Same ion in bare field F: 0.0278 eV
Bound polarizability, sphere: 2.10e-03 nm^3
Barrier rise, bound polarization: 0.0728 eV
Bound dipole, assumed: 0.010 e nm
Barrier change from bound dipole: 0.100 eV
Tip radius: 50 nm
Barrier rise from curvature: 0.0108 eV
Ion mass, rough input: 63.5 u
Tunnelling crossover temperature: 15.4 K
Tunnelling factor, hot: 1.00039; room: 1.00434
Electron barrier left at same F: 0.805 eV
```
